# The stationary boundary between opposite mound facets in epitaxial growth

## The problem

A crystal surface grows from a uniform beam. Its height above the mean deposit is $h(x,t)$, its profile varies along $x$ alone, and its slope is $m=h_x$. Atoms move along the surface but do not leave it, so that

$$
h_t=-J_x,\qquad J=m-m^3+Km'',\qquad K>0 .
$$

Primes denote derivatives with respect to $x$, and the units are reduced. For a small positive slope the term $m$ gives a current towards $+x$, which is uphill: this builds mounds. The term $-m^3$ stops the uphill current at $m=\pm1$, the facet slopes. The last term contributes $h_t=-Kh''''$, which smooths short ripples.

1. Verify that $m=\tanh(x/\sqrt{2K})$ is a stationary boundary between opposite facets. Is it a valley or a mound top?
2. Which other smooth stationary profiles on the whole line join two different constant slopes?
3. Consider
$$
E=\int\left[\frac K2m'^2+\frac{(1-m^2)^2}{4}\right]dx .
$$
How does $E$ change in time, and what does this say about disturbances of the boundary?
4. In physical units let
$$
J=\alpha m\left(1-\frac{m^2}{m_0^2}\right)+\kappa m'' .
$$
Find the width and height profile of the boundary for $\alpha=0.1\ \mathrm{nm^2/s}$, $\kappa=0.8\ \mathrm{nm^4/s}$ and $m_0=0.2$. How far is the valley bottom from the corner where the extended facets would meet?
5. How is this width related to the mound spacing that grows fastest from a flat surface?

## Hints

- For question 1, try $\tanh(x/w)$ with $w$ free, and express every derivative through $m$.
- For question 2, show first that $J$ is constant. Then multiply the equation by $m'$, which turns it into a total derivative.
- For question 3, relate the variation of $E$ to $J$. Afterwards, complete a square in the integrand.
- For question 4, write $m=m_0u$ and integrate the slope.
- For question 5, keep only terms linear in $m$ and insert a cosine.

## Full solution

### 1. Direct verification

Let $m=\tanh(x/w)$ with $w>0$. The derivative of $\tanh s$ is $1-\tanh^2s$, so

$$
m'=\frac{1-m^2}{w},\qquad
m''=-\frac{2mm'}{w}=-\frac{2m(1-m^2)}{w^2}.
$$

Since $m-m^3=m(1-m^2)$, the current is

$$
J=m(1-m^2)\left(1-\frac{2K}{w^2}\right).
$$

The factor $m(1-m^2)$ is not zero throughout the boundary. The current therefore vanishes everywhere if and only if $w^2=2K$, which gives $w=\sqrt{2K}$. Then $J_x=0$ and $h_t=0$.

The slope runs from $-1$ on the left to $+1$ on the right: the surface first descends and then rises. The given profile is a valley. Every term of $J$ is odd in $m$, so $-\tanh(x/\sqrt{2K})$ is stationary too, and it is a mound top.

The two parts of the current balance point by point. On the right of the valley the facet-forming part is positive and carries atoms uphill, while the smoothing part carries them back at the same rate.

### 2. All boundaries between two constant slopes

Let $m\to p$ on the left and $m\to q$ on the right, with $p\ne q$. A stationary slope obeys $m_t=-J_{xx}=0$, so $J=J_0+J_1x$. If $J_1$ were nonzero, the bounded terms $m-m^3$ could not balance $J_1x$. Then $m''$ would grow in magnitude without limit, and $m$ could not stay bounded. Hence $J_1=0$ and

$$
Km''=J_0-m+m^3 .
$$

The right side has a limit at each end. That limit must be zero, because a nonzero limiting $m''$ would again make $m$ unbounded. Taylor's theorem gives, for some $\xi$ between $x$ and $x+1$,

$$
m(x+1)-m(x)=m'(x)+\tfrac12m''(\xi).
$$

The left side and $m''(\xi)$ tend to zero, so $m'$ does too.

**Opposite facets.** If $p=-q$ with $q\ne0$, the two limits require $J_0=q-q^3$ and $J_0=-(q-q^3)$. Adding them gives $J_0=0$, and then $q^2=1$.

**Unequal facets.** Could a nonzero $J_0$ join slopes of different size? Multiply the equation by $m'$ and integrate over the line. The left side is the change of $Km'^2/2$, which is zero. Therefore

$$
\int_p^q(J_0-m+m^3)\,dm=0 .
$$

Both $p$ and $q$ are roots of $m^3-m+J_0=0$. Let the three roots be $a<b<c$. Neighbouring roots cannot be joined, because the integrand has one sign between them. The same argument excludes the case of a double root. This leaves $a$ and $c$. Comparing coefficients of the cubic gives

$$
a+c=-b,\qquad ac=b^2-1,\qquad a^2+c^2=b^2-2(b^2-1)=2-b^2 .
$$

With $J_0=b-b^3$, the integral from $a$ to $c$ becomes

$$
\begin{aligned}
I&=(c-a)\left[J_0-\frac{a+c}{2}+\frac{(a+c)(a^2+c^2)}4\right]\\
&=(c-a)\left[b-b^3+\frac b2-\frac{b(2-b^2)}4\right]\\
&=(c-a)\,b\left(1-\frac{3b^2}{4}\right).
\end{aligned}
$$

The middle root lies between the turning points of $m-m^3$, at $m=\pm1/\sqrt3$, so $b^2<1/3$ and the last bracket is positive. The integral vanishes only for $b=0$. Again $J_0=0$, and the facets are $\pm1$.

**The profile.** For $J_0=0$, multiplication by $m'$ gives

$$
\frac{d}{dx}\left(\frac K2m'^2\right)
=\frac{d}{dx}\left(-\frac{m^2}{2}+\frac{m^4}{4}\right).
$$

Integration adds a constant $C$. On the facets $m'=0$ and $m^2=1$, so $0=-\tfrac12+\tfrac14+C$ and $C=\tfrac14$. Thus

$$
\frac K2m'^2=\frac{1-2m^2+m^4}{4}=\frac{(1-m^2)^2}{4}.
$$

The slope must pass through zero at some $x_0$. It cannot reach $\pm1$ at a finite position: there $m'$ would vanish, and uniqueness for the differential equation would make $m$ constant everywhere. Hence $|m|<1$, $m'$ never vanishes, and its sign is fixed:

$$
\frac{m'}{1-m^2}=\pm\frac1{\sqrt{2K}}
\quad\Longrightarrow\quad
\operatorname{artanh}m=\pm\frac{x-x_0}{\sqrt{2K}} .
$$

The complete set is therefore $m=\pm\tanh[(x-x_0)/\sqrt{2K}]$: the given valley, its mirror image, and their translations.

### 3. Disturbances of the boundary

Take disturbances that vanish fast enough far away for boundary terms to drop. Varying $m$ and integrating the gradient term by parts gives

$$
\delta E=\int(-Km''-m+m^3)\,\delta m\,dx=-\int J\,\delta m\,dx .
$$

With $m_t=-J_{xx}$ and one more integration by parts,

$$
\frac{dE}{dt}=\int JJ_{xx}\,dx=-\int J_x^2\,dx\le0 .
$$

For a valley, complete the square:

$$
\frac K2m'^2+\frac{(1-m^2)^2}{4}
=\frac12\left(\sqrt K\,m'-\frac{1-m^2}{\sqrt2}\right)^2
+\sqrt{\frac K2}\,(1-m^2)m' .
$$

The last term integrates to a value fixed by the facets:

$$
\sqrt{\frac K2}\int_{-1}^{1}(1-m^2)\,dm=\frac43\sqrt{\frac K2}.
$$

The square is never negative, and it vanishes for the $\tanh$ valley. That valley has the least $E$ among profiles joining these facets, and a disturbance cannot lower $E$ further. The mound top follows by reversing $m$. All translated boundaries have the same $E$, so this argument does not fix their position.

Here $E$ is a functional that falls during growth, not the free energy of the crystal. Its facet-forming part comes from the deposition-driven current.

### 4. Width and height in physical units

Put $m=m_0u$. Then

$$
\frac{J}{\alpha m_0}=u-u^3+\frac{\kappa}{\alpha}u'' .
$$

This is the reduced current with $K=\kappa/\alpha$, so the valley is

$$
m=m_0\tanh\frac x\ell,\qquad \ell=\sqrt{\frac{2\kappa}{\alpha}} .
$$

For the given values,

$$
\ell=\sqrt{\frac{2\times0.8}{0.1}}\ \mathrm{nm}=4.0\ \mathrm{nm}.
$$

The slope reaches $\pm90\%$ of its facet value at $x=\pm\ell\operatorname{artanh}0.9$. These points are $2\times4.0\times1.472=11.8\ \mathrm{nm}$ apart. The visible transition is thus about three times as wide as $\ell$. The facet angle is $\arctan0.2=11.3^\circ$.

Integrating the slope, with $h=0$ at the bottom, gives

$$
h=m_0\ell\ln\cosh\frac x\ell .
$$

To find the facet lines, use

$$
\ln\cosh s=|s|-\ln2+\ln(1+e^{-2|s|}).
$$

The last term vanishes far away, leaving $h\simeq m_0|x|-m_0\ell\ln2$. Extended to $x=0$, these lines meet below the actual bottom by

$$
m_0\ell\ln2=0.2\times4.0\times0.693\ \mathrm{nm}=0.555\ \mathrm{nm}.
$$

For atomic layers $0.2\ \mathrm{nm}$ high, the corner is filled by about 2.8 layers. A larger $\kappa$ at fixed $\alpha$ and $m_0$ widens the boundary and fills the corner more. For $\kappa\to0$ the model gives a sharp corner, but the continuum description fails before that limit.

### 5. Relation to the first mound spacing

Near a flat surface $m^3$ is negligible, so $m_t=-\alpha m''-\kappa m''''$. A ripple $m=\varepsilon e^{\sigma t}\cos qx$ has $m''=-q^2m$ and $m''''=q^4m$. Its growth rate is

$$
\sigma=\alpha q^2-\kappa q^4 .
$$

Setting $d\sigma/dq=2\alpha q-4\kappa q^3=0$ for $q>0$ gives $q^2=\alpha/(2\kappa)=1/\ell^2$. The fastest-growing spacing is therefore

$$
\Lambda=2\pi\ell=25.1\ \mathrm{nm}.
$$

Substitution gives the maximum rate

$$
\sigma_{\max}=\frac{\alpha^2}{2\kappa}-\frac{\alpha^2}{4\kappa}
=\frac{\alpha^2}{4\kappa},
$$

so the growth time is $4\times0.8/0.1^2=320\ \mathrm s$. Within this model, with $\alpha$ and $\kappa$ unchanged during growth, the fastest-growing spacing gives the later width of well-separated boundaries as $\Lambda/(2\pi)$. A measured spacing comes near $\Lambda$ only after several growth times. When the ripples grow from deposition noise, the mean spacing in this model is about $20\ \mathrm{nm}$ at 320 s, $23\ \mathrm{nm}$ at 640 s and $24$–$25\ \mathrm{nm}$ at 1280 s, and after that coarsening begins to raise it. The relation also needs the cubic current and equal valleys and tops: the term in Variation 1 leaves $\Lambda$ unchanged but changes both widths. Boundaries that overlap or are merging need not have this width. In the stationary array of Variation 2 with spacing $25.1\ \mathrm{nm}$, $m_0/m'(0)$ is $4.3\ \mathrm{nm}$, but the steepest slope actually reached, divided by $m'(0)$, is only $3.4\ \mathrm{nm}$. Whether such a boundary counts as wider or narrower depends on which slope is used as the reference.

### The numbers beside a real surface

The parameters are round trial values, chosen to give a boundary a few nanometres wide and a first mound spacing of about 25 nm. They are not fitted to a particular metal, surface or temperature.

One doubtful assumption is the smooth continuum. A facet of slope 0.2 has terraces $0.2/0.2=1.0\ \mathrm{nm}$ wide, so $\ell$ equals just four facet terrace widths. Inside the boundary the slope is smaller and the terraces are wider: from the valley bottom to $x=\ell$ the surface rises by $m_0\ell\ln\cosh1=0.347\ \mathrm{nm}$, less than two layers. The model resolves a corner less than three layers deep, and its width should be read as an estimate. The shift due to discrete layers is not calculated here.

Other neglected effects can be sized:

- **Deposition noise.** At $0.02\ \mathrm{nm/s}$, $6.4\ \mathrm{nm}$ arrives in 320 s. For an atomic volume of $0.012\ \mathrm{nm^3}$, independent arrivals on an area $\ell^2$ give a height scatter of $\sqrt{6.4\times0.012}/4.0=0.069\ \mathrm{nm}$. This is 12.5% of the corner filling, before any surface motion relaxes or amplifies it.
- **Temperature.** Suppose $\kappa$ is thermally activated with a trial energy of $0.5\ \mathrm{eV}$, while $\alpha$ is held fixed. From 300 to 310 K, $\kappa$ rises by a factor of 1.87 and $\ell$ from 4.0 to $5.5\ \mathrm{nm}$.
- **Shape of the current.** The cubic is only the simplest current with initial slope $\alpha$ and zeros at $\pm m_0$. Other shapes with the same $\alpha$, $\kappa$ and $m_0$ have the same $\Lambda$ but a different boundary. For $(\alpha m_0/\pi)\sin(\pi m/m_0)$ the width $m_0/m'(0)$ is $4.4\ \mathrm{nm}$. Dividing the cubic by a trial factor $1+2m^2/m_0^2$, which mimics the saturation of a step-barrier current, gives $5.0\ \mathrm{nm}$ and a corner filling of $0.77\ \mathrm{nm}$.
- **Finite slope.** The true curvature is $h''/(1+m^2)^{3/2}$. At the facet slope, $h''$ overstates it by 6%, but the surface bends mostly where the slope is smaller. With the true curvature in the smoothing current, $\kappa\,[m'/(1+m^2)^{3/2}]'$, the width $m_0/m'(0)$ grows by only about 1%.

Real mounds may also be pyramids, whose edges and corners lie outside this one-dimensional calculation. If the uphill current does not vanish at a finite slope, there is no selected facet for this boundary to join.

## Variation 1: valleys and tops that differ

Add a current $\lambda(m^2)'$ with $\lambda>0$, which carries atoms towards steeper ground. How do the two boundary widths change?

Try $m=sm_0T$, where $T=\tanh(x/w)$, with $s=1$ for a valley and $s=-1$ for a top. The new term is

$$
\lambda(m^2)'=\frac{2\lambda m_0^2T(1-T^2)}w .
$$

Because $s^2=1$, the total current factorises:

$$
J=sm_0T(1-T^2)\left[\alpha-\frac{2\kappa}{w^2}+\frac{2s\lambda m_0}{w}\right].
$$

Set the bracket to zero, multiply by $w^2/\alpha$, and define $B=\lambda m_0/\alpha$:

$$
w^2+2sBw-\ell^2=0,\qquad
w=-sB+\sqrt{B^2+\ell^2}.
$$

The other root is negative. For a trial $\lambda=0.5\ \mathrm{nm^3/s}$, $B=0.5\times0.2/0.1=1.0\ \mathrm{nm}$. The valley width falls to $3.1\ \mathrm{nm}$ and the top width rises to $5.1\ \mathrm{nm}$, compared with $4.0\ \mathrm{nm}$ for both when $\lambda=0$. The added current removes atoms from the valley floor and from the summit, which sharpens the valley and blunts the top.

## Variation 2: mounds at a finite spacing

What replaces the isolated boundary in a periodic stationary array?

Use the Jacobi function $S(s)=\operatorname{sn}(s,k)$, with $0<k<1$, $S(0)=0$ and

$$
\left(\frac{dS}{ds}\right)^2=(1-S^2)(1-k^2S^2)
=1-(1+k^2)S^2+k^2S^4 .
$$

Differentiating and dividing by $2\,dS/ds$ gives

$$
\frac{d^2S}{ds^2}=-(1+k^2)S+2k^2S^3 .
$$

Insert $m=m_0A\,S(x/b)$ into $J=0$. The coefficients of $S$ and $S^3$ must vanish separately:

$$
\alpha=\frac{\kappa(1+k^2)}{b^2},\qquad
\alpha A^2=\frac{2\kappa k^2}{b^2}.
$$

Hence

$$
b^2=\frac{\ell^2(1+k^2)}2,\qquad A^2=\frac{2k^2}{1+k^2}.
$$

The period is four times the distance from a zero of $m$ to its next maximum:

$$
P=4b\int_0^1\frac{dS}{\sqrt{(1-S^2)(1-k^2S^2)}} .
$$

For $k\to0$ the integral is $\pi/2$, so $P\to\sqrt2\,\pi\ell$ while the amplitude vanishes. For $k\to1$ the period diverges, $A\to1$, $b\to\ell$, and the isolated $\tanh$ boundary returns.

For a chosen period, $J=0$ was solved numerically over a quarter period, with $m=0$ at one end and $m'=0$ at the other. At the first spacing, $25.1\ \mathrm{nm}$, the steepest slope is $0.80m_0$: neighbouring boundaries overlap, and full facets do not form. At $60\ \mathrm{nm}$ it is $0.998m_0$, so the isolated boundary is then a good description. These arrays are stationary; their stability is a separate question. Large spacings are reached slowly in one dimension. In noiseless evolution from a small random roughness, the mean spacing is about $31\ \mathrm{nm}$ after $10^4\ \mathrm s$ and about $46\ \mathrm{nm}$ after $1.5\times10^5\ \mathrm s$, while the typical $m_0/|m'|$ at the slope zeros is already within about 4% of $\ell$.
